Reducing the Breit operator to orbit-orbit, spin-other-orbit and spin-spin terms, part 2

The magnetic interaction of two electrons is described in the Dirac theory by the Breit operator

B = −α1_i α2_j G_ij,

G_ij = (1/2r)(δ_ij + r_i r_j/r²).

The task is to turn B into operators on two-component wavefunctions, to order c^-2 and in first order between positive-energy states. The matrices α_i have the Pauli matrices σ_i in their off-diagonal blocks and zeros in the diagonal blocks.

Atomic units are used: ħ, the electron mass and the elementary charge are 1, and c is about 137.036. The separation is r = r1 − r2; r also stands for its length, and r̂ = r/r. Repeated indices are summed over x, y, z, and ∂_i is taken with respect to r_i. On a function of r alone, ∇1 = ∇ and ∇2 = −∇. Momenta are p1 = −i∇1 and p2 = −i∇2, and the spins are s = σ/2.

For a free electron with upper component φ and E = √(c⁴ + c²p²), the lower component is c σ·p φ/(E + c²). To leading order it is σ·p φ/(2c).

Two parts of the reduced operator are already known. The orbit-orbit operator is

H_oo = −(1/c²) G_ij p1_i p2_j
 = −(1/2c²) [ r^-1 p1·p2 + r^-3 r_i r_j p1_i p2_j ],

with both momenta acting on the wavefunction alone. It is Hermitian as a whole, because ∂_i G_ij = 0 and hence p1_i G_ij = G_ij p1_i. Writing its second piece as r^-3 (r·p1)(r·p2), with p1 acting also on the second r, is a misordering that adds the spurious operator

(i/2c²) r^-3 r·p2.

The spin-other-orbit operator is

H_soo = (1/c²) r^-3 [s1·(r×p2) − s2·(r×p1)].

The spin-spin term is still to be evaluated:

H_ss = −(1/4c²) (σ1×∇1)_i (σ2×∇2)_j G_ij,

where the derivatives act on G_ij only.

### (f) What is the spin-spin operator, including the point r = 0?

**Question.** Evaluate H_ss, and find the term that acts when the electrons coincide.

**Solution.** Since ∇1 = ∇ and ∇2 = −∇, the overall sign changes:

H_ss = (1/4c²) (σ1×∇)_i (σ2×∇)_j G_ij.

The second derivative of the length r is ∂_i∂_j r = δ_ij/r − r_i r_j/r³, so G_ij can be written as

G_ij = δ_ij/r − ½ ∂_i∂_j r.

The last part drops out, because (σ1×∇)_i ∂_i = ε_ilk σ1_l ∂_k∂_i = 0: two derivatives are symmetric, ε is antisymmetric. What remains is

H_ss = (1/4c²) (σ1×∇)·(σ2×∇) (1/r).

With ε_ila ε_imb = δ_lm δ_ab − δ_lb δ_am this becomes

H_ss = (1/4c²) [σ1·σ2 ∇² − (σ1·∇)(σ2·∇)] (1/r).

Away from the origin,

∂_i∂_j (1/r) = (3 r_i r_j − r² δ_ij)/r⁵.

This expression averages to zero over all directions. The integral of ∂_i∂_j(1/r) over a small ball, however, does not vanish. By Gauss's theorem it is a surface integral with outward normal n:

∮ n_i ∂_j (1/r) dS = −∮ n_i n_j dΩ = −(4π/3) δ_ij.

The area element r² dΩ has cancelled the 1/r² of the derivative, so the value does not depend on the radius. It must come from a delta function:

∂_i∂_j (1/r) = (3 r_i r_j − r² δ_ij)/r⁵ − (4π/3) δ_ij δ(r).

In integrals with the first term, the angles are to be integrated first. Its trace is zero, and the trace of the whole is ∇²(1/r) = −4πδ(r), as required.

Inserting this, the delta terms are σ1·σ2 (−4π + 4π/3) δ(r) = −(8π/3) σ1·σ2 δ(r). The regular terms are σ1·σ2/r³ − 3(σ1·r)(σ2·r)/r⁵. Replacing σ by 2s gives a factor 4 that cancels the 1/4:

H_ss = (1/c²) { [s1·s2 − 3(s1·r̂)(s2·r̂)]/r³ − (8π/3) s1·s2 δ(r) }.

The first part is the energy of two magnetic dipoles. The second is the contact term. In a spin singlet s1·s2 = −3/4, and the contact term is +(2π/c²) δ(r), a repulsion. In a triplet the spatial function is antisymmetric; if it is continuous it vanishes at r = 0, and the contact term gives nothing.

The reduction of B is thus H_oo + H_soo + H_ss.

### (g) Do free electrons confirm the operators and the order of the remainder?

**Question.** Let the momenta change from p1 to p1 + q and from p2 to p2 − q. Find the matrix element of the reduced operator, and compare it with that of B between free Dirac spinors.

**Solution.** Between plane waves, and apart from volume factors, a function f(r) has the matrix element

f̃(q) = ∫ exp(−iq·r) f(r) d³r,

and a derivative ∂_i acting on f becomes a factor iq_i. The transform of 1/r is 4π/q². From ∇²r = 2/r it follows that −q² times the transform of r is 8π/q², so for q ≠ 0 the transform of r is −8π/q⁴. In G_ij = δ_ij/r − ½∂_i∂_j r the second part therefore becomes

−½ (−q_i q_j)(−8π/q⁴) = −4π q_i q_j/q⁴,

and the whole is

G̃_ij = (4π/q²)(δ_ij − q_i q_j/q²).

This vanishes when contracted with q_i. Replacing p1 by the final momentum p1 + q in the orbit-orbit term changes nothing, which is the momentum-space form of the statement that p1 may stand on either side of G_ij.

For the spin-other-orbit term, r/r³ = −∇(1/r) becomes −4πi q/q². In the spin-spin term, ∇² becomes −q² and (σ1·∇)(σ2·∇) becomes −(σ1·q)(σ2·q). Collecting everything, c² times the reduced matrix element is

(4π/q²) { −p1·p2 + (p1·q)(p2·q)/q²
 − i s1·(q×p2) + i s2·(q×p1)
 − q² s1·s2 + (s1·q)(s2·q) }.

It is a 4×4 matrix in the spins of the two electrons. The other side of the comparison uses B between free spinors with the full lower component c σ·p φ/(E + c²) and full normalization. For momenta of about one atomic unit, chosen without regard to energy conservation, the numerical check finds a difference of 1.2·10⁻⁴ relative to the size of the reduced matrix. With c doubled it falls to 3.0·10⁻⁵. The ratio is 4.00, as expected when the first omitted terms are smaller than the kept ones by a factor of order c^-2.

### (h) How large are the terms for two electrons in oscillator orbitals?

**Question.** Two electrons occupy the orbitals s = N exp(−ρ²/2a²), where ρ is the distance from the centre and N normalizes, and p(±1) = s (x ± iy)/a or p(0) = √2 s z/a. Take a = 0.5 angstrom. Evaluate the operators for the singlet with both electrons in s, and for the sp triplet with both spins up (M_S = 1) and M_L = 1, 0, −1. Find also the false energy of the misordered orbit-orbit operator in the singlet.

**Solution.** These are chosen trial states without correlation, and the results are first-order expectation values of H_oo, H_soo and H_ss.

*Separation of the motion.* With R = (r1 + r2)/2 one has ρ1² + ρ2² = 2R² + r²/2, so the Gaussian factors combine to exp(−R²/a²) exp(−r²/4a²). In the triplet the antisymmetric combination of s and p is linear in the components of r. Each spatial state is therefore a product Φ(R) u(r) with

Φ ∝ exp(−R²/a²),

u ∝ exp(−r²/4a²) for the singlet,

u ∝ (x ± iy) exp(−r²/4a²) or z exp(−r²/4a²) for the triplet,

where x, y, z are now the components of r. With total momentum P and relative momentum p, p1 = P/2 + p and p2 = P/2 − p.

*Radial averages.* Let J_n be the integral of r^n exp(−r²/2a²) from 0 to infinity. Then J_1 = a², J_0 = a√(π/2), and integration by parts gives J_(n+2) = (n+1) a² J_n. Hence

J_2 = a³√(π/2), J_3 = 2a⁴, J_4 = 3a⁵√(π/2), J_5 = 8a⁶.

The radial weight is r² exp(−r²/2a²) in the singlet and r⁴ exp(−r²/2a²) in the triplet. Define K as the triplet average of r^-3:

K = J_1/J_4 = √(2/π)/(3a³).

The other averages are

triplet: ⟨1/r⟩ = J_3/J_4 = 2Ka², ⟨r⟩ = J_5/J_4 = 8Ka⁴,

singlet: ⟨1/r⟩ = J_1/J_2 = 3Ka², ⟨r⟩ = J_3/J_2 = 6Ka⁴.

*Orbit-orbit.* The mixed terms in P and p cancel because G_ij is symmetric, so

G_ij p1_i p2_j = G_ij (¼ P_i P_j − p_i p_j).

For Φ, the average of P_i P_j is δ_ij/a², and G_ii = 2/r. The first part contributes −⟨1/r⟩/(2a²c²) to the energy. In the second part p_i p_j = −∂_i∂_j, and

G_ij ∂_i∂_j = (1/2r)(∇² + ∂²/∂r²).

Acting on the singlet u, ∇² gives the factor r²/(4a⁴) − 3/(2a²), and ∂²/∂r² gives r²/(4a⁴) − 1/(2a²). Acting on the triplet u, which is r times an angular function times the Gaussian, they give r²/(4a⁴) − 5/(2a²) and r²/(4a⁴) − 3/(2a²). Adding and dividing by 2r,

singlet: G_ij ∂_i∂_j u = [r/(4a⁴) − 1/(a²r)] u,

triplet: G_ij ∂_i∂_j u = [r/(4a⁴) − 2/(a²r)] u.

The relative part of the energy is −1/c² times the average of these brackets. Together with the part from P,

singlet: c²E_oo = −3K/2 − 6K/4 + 3K = 0,

triplet: c²E_oo = −K − 8K/4 + 4K = K.

The zero of the singlet has a simple reason: both electrons occupy the same real orbital, so the expectation value couples the orbital current of that orbital to itself, and a real orbital carries no orbital current. In the triplet the exchange part also contains the transition current between s and p, which does not vanish even when both orbitals are real, as for M_L = 0. In the triplet the result K/c² is the same for all three M_L.

*Spin-other-orbit.* The average of P is zero, and r×p = l is the relative angular momentum. Then r×p2 contributes −l and r×p1 contributes +l, so the bracket in H_soo becomes −(s1 + s2)·l. In the singlet this is zero. For both spins up its average is −M_L, and

E_soo = −M_L K/c².

*Spin-spin.* For both spins up, only the z components have an average, and the tensor part is ¼⟨(1 − 3cos²θ)/r³⟩/c². The average of cos²θ is 1/5 for M_L = ±1, where the density goes as sin²θ, and 3/5 for M_L = 0, where it goes as cos²θ. So

E_ss = K/(10c²) for M_L = ±1,

E_ss = −K/(5c²) for M_L = 0.

In the singlet the tensor part averages to zero over the angles. The contact term needs the density at r = 0, which is 1/(4πJ_2):

E_contact = (2π/c²)/(4πJ_2) = 1/(2J_2c²) = 3K/(2c²).

*Numbers.* The length is a = 0.5 angstrom = 0.94486 bohr, and Ka³ = 0.26596. Hence

K/c² = 0.26596/(0.94486³ × 137.036²) = 1.679·10⁻⁵ hartree.

Multiplied by 27.2114 eV this is 4.569·10⁻⁴ eV. The sums of all terms are

singlet: 1.5 K/c² = 6.85·10⁻⁴ eV,

triplet, M_L = +1: (1 − 1 + 0.1) K/c² = 0.46·10⁻⁴ eV,

triplet, M_L = 0: (1 + 0 − 0.2) K/c² = 3.65·10⁻⁴ eV,

triplet, M_L = −1: (1 + 1 + 0.1) K/c² = 9.59·10⁻⁴ eV.

For M_L = +1 the orbit-orbit and spin-other-orbit energies cancel in this model, and the small spin-spin term is left. The states with M_L = 0 and −1 are not states of definite total angular momentum, so their values are expectation values and not level shifts. A full relativistic shift would also need the one-electron corrections and those from the Coulomb repulsion.

The numerical check also evaluates the original B with four-component functions whose lower components are σ·p φ/(2c), and obtains the same four sums. This tests the spin algebra, the integrations by parts and the contact term together; the size of the omitted orders was the subject of part (g). In the triplet the root-mean-square momentum of one electron is 0.011 c, whose square, about 1.2·10⁻⁴, indicates the relative size of what is dropped. All energies here grow as 1/a³ when the orbitals shrink, until 1/a is no longer small compared with c and the expansion fails.

*The misordered operator.* In the singlet the spurious term is (i/2c²)⟨r^-3 r·p2⟩ = (1/2c²)⟨r^-3 r·∇2⟩. Here ∇2 is half the derivative with respect to R, which averages to zero, minus the derivative with respect to r. Since −r·∇u = r²u/(2a²),

E_false = ⟨1/r⟩/(4a²c²) = 3K/(4c²) = 3.43·10⁻⁴ eV.

The correct orbit-orbit energy is zero, and the error is half as large as the whole contact energy. Hermiticity is lost too. Between this singlet and the one with both electrons in p(0), the matrix element and the complex conjugate of the reversed one differ by 2.28·10⁻⁴ eV for the misordered operator, and by the same amount for the r^-1 piece of H_oo taken alone. For the complete H_oo the difference is zero to rounding.

Numbers as computed

```
speed of light c = 137.035999 atomic units
Bohr radius = 0.52917721 angstrom
Hartree energy = 27.211386 eV
orbital length a = 0.500 angstrom
orbital length a = 0.944863 bohr (for the algebra)
triplet mean of r^-3 = 2.127692 angstrom^-3
K a^3 = 0.26596152 (dimensionless)
energy unit K/c^2 = 4.568709e-04 eV
energy unit K/c^2 = 1.678970e-05 hartree (conversion)
triplet rms momentum of one electron / c = 0.010922 (dimensionless)
s2 singlet: orbit-orbit = 0.000000e+00 eV
s2 singlet: spin-other-orbit = 0.000000e+00 eV
s2 singlet: spin-spin tensor = 0.000000e+00 eV
s2 singlet: spin-spin contact = 6.853064e-04 eV
s2 singlet: sum of reduced operators = 6.853064e-04 eV
s2 singlet: four-component B = 6.853064e-04 eV
sp triplet ML=+1: orbit-orbit = 4.568709e-04 eV
sp triplet ML=+1: spin-other-orbit = -4.568709e-04 eV
sp triplet ML=+1: spin-spin tensor = 4.568709e-05 eV
sp triplet ML=+1: spin-spin contact = 0.000000e+00 eV
sp triplet ML=+1: sum of reduced operators = 4.568709e-05 eV
sp triplet ML=+1: four-component B = 4.568709e-05 eV
sp triplet ML=0: orbit-orbit = 4.568709e-04 eV
sp triplet ML=0: spin-other-orbit = 0.000000e+00 eV
sp triplet ML=0: spin-spin tensor = -9.137418e-05 eV
sp triplet ML=0: spin-spin contact = 0.000000e+00 eV
sp triplet ML=0: sum of reduced operators = 3.654967e-04 eV
sp triplet ML=0: four-component B = 3.654967e-04 eV
sp triplet ML=-1: orbit-orbit = 4.568709e-04 eV
sp triplet ML=-1: spin-other-orbit = 4.568709e-04 eV
sp triplet ML=-1: spin-spin tensor = 4.568709e-05 eV
sp triplet ML=-1: spin-spin contact = 0.000000e+00 eV
sp triplet ML=-1: sum of reduced operators = 9.594289e-04 eV
sp triplet ML=-1: four-component B = 9.594289e-04 eV
s2 singlet: misordered orbit-orbit = 3.426532e-04 eV
Hermiticity gap, full orbit-orbit = 1.2e-18 eV
Hermiticity gap, 1/r piece alone = 2.284355e-04 eV
Hermiticity gap, misordered operator = 2.284355e-04 eV
free spinors: relative remainder at c = 1.1960e-04 (dimensionless)
free spinors: relative remainder at 2c = 2.9903e-05 (dimensionless)
free spinors: ratio of remainders = 3.99963 (dimensionless)
```
